\section*{Surface carbon after carburizing and an equal sealed hold}

A thick piece of steel with uniform core carbon $C_0$ is carburized through the plane surface $x=0$, with $x$ measured into the steel. From $t=0$ to $t=t_1$ the surface carbon is held at $C_s>C_0$. The surface is then sealed, so that no carbon enters or leaves, for a further time $t_2$.

Take the steel to be single-phase austenite, with a diffusivity $D$ that does not depend on carbon content. The temperature is the same in both stages unless a part says otherwise. The steel is so thick that carbon never reaches its far side. Carbon in wt\% is taken as proportional to carbon per volume, so fluxes carry the unit wt\% times velocity. Write
\[
\Delta C=C_s-C_0,\qquad u(x,t)=\frac{C(x,t)-C_0}{\Delta C}.
\]
The quantity $u$ is the excess over the core, relative to the held surface excess.

\section*{Part (a): the carburizing stage}

\textbf{Question.} Find $u(x,t)$ for $0<t\le t_1$, the flux of carbon into the steel, and the total carbon taken up per area.

\textbf{Model answer.} The problem is
\begin{equation}
u_t=Du_{xx},\quad u(x,0)=0,\quad u(0,t)=1,\quad u(\infty,t)=0 .
\end{equation}
Replacing $x$ by $\lambda x$ and $t$ by $\lambda^2t$ changes neither the equation nor the conditions. The bounded solution is unique, so it can depend on $x$ and $t$ only through a combination that this scaling leaves alone. Choose $\eta=x/(2\sqrt{Dt})$ and set $u=f(\eta)$. Then
\[
u_t=-\frac{\eta}{2t}f',\qquad u_{xx}=\frac{1}{4Dt}f'' ,
\]
and the diffusion equation becomes $f''=-2\eta f'$. One integration gives $f'=Ae^{-\eta^2}$. The conditions $f(0)=1$ and $f(\infty)=0$ require $1+A\sqrt\pi/2=0$, so $A=-2/\sqrt\pi$ and
\begin{equation}
u(x,t)=1-\frac{2}{\sqrt\pi}\int_0^\eta e^{-s^2}ds=\operatorname{erfc}\!\left(\frac{x}{2\sqrt{Dt}}\right).
\label{load}
\end{equation}
The inward flux at the surface is
\begin{equation}
J(t)=-D\,\Delta C\,u_x(0,t)=D\,\Delta C\,\frac{2}{\sqrt\pi}\,\frac{1}{2\sqrt{Dt}}=\Delta C\sqrt{\frac{D}{\pi t}} .
\label{flux}
\end{equation}
It is infinite at $t=0$, because the surface value was imposed as a jump, but its time integral is finite:
\begin{equation}
M=\int_0^{t_1}J\,dt=2\,\Delta C\sqrt{\frac{Dt_1}{\pi}} .
\label{uptake}
\end{equation}

\section*{Part (b): an equal sealed time}

\textbf{Question.} Write the carbon profile at a time $\tau$ after sealing as an integral. Show that for $\tau=t_1$ the surface excess has fallen to one half of its held value.

\textbf{Model answer.} Sealing means zero flux, $u_x(0)=0$. Extend the profile at the moment of sealing to $x<0$ as an even function. Diffusion on the whole line keeps it even, and a smooth even function has zero slope at the origin. The extended problem therefore obeys the sealed condition.

On the whole line, a unit amount released at the origin spreads as
\begin{equation}
G(z,\tau)=\frac{e^{-z^2/(4D\tau)}}{\sqrt{4\pi D\tau}} .
\end{equation}
Indeed
\[
G_\tau=\left(-\frac1{2\tau}+\frac{z^2}{4D\tau^2}\right)G=DG_{zz},
\]
its integral over $z$ is 1, and it shrinks to a point as $\tau\to0$. Superposing such sources, and folding those at negative positions back to $y>0$, gives
\begin{equation}
u(x,t_1+\tau)=\int_0^\infty\left[G(x-y,\tau)+G(x+y,\tau)\right]\operatorname{erfc}\!\left(\frac{y}{2\sqrt{Dt_1}}\right)dy .
\label{profile}
\end{equation}
At $x=0$ the two kernels are equal. Put $\tau=t_1$ and $y=2\sqrt{Dt_1}\,s$. Then $G\,dy=e^{-s^2}ds/\sqrt\pi$, and
\begin{equation}
u(0,2t_1)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2}\operatorname{erfc}(s)\,ds .
\end{equation}
Since $\frac{d}{ds}\operatorname{erfc}(s)=-\frac{2}{\sqrt\pi}e^{-s^2}$, the integrand with its prefactor is a total derivative:
\begin{equation}
u(0,2t_1)=-\int_0^\infty\operatorname{erfc}(s)\,\frac{d\operatorname{erfc}(s)}{ds}\,ds
=\left[-\tfrac12\operatorname{erfc}^2(s)\right]_0^\infty=\frac12 .
\label{half}
\end{equation}
The values $\operatorname{erfc}(0)=1$ and $\operatorname{erfc}(\infty)=0$ were used. Neither $D$, nor $t_1$, nor the two carbon contents remain in the answer. What halves is the excess over the core; the surface carbon itself becomes $(C_0+C_s)/2$.

The total derivative appears because the carburized profile and the spreading kernel have the same width, $2\sqrt{Dt_1}$. This is where the equality of the two times enters.

\section*{Part (c): unequal times}

\textbf{Question.} Find the surface excess for any $t_2$. Examine short and long sealed times, and say what changes if the diffusivity differs between the stages.

\textbf{Model answer.} In equation (\ref{profile}) set $x=0$, $\tau=t_2$ and $y=2\sqrt{Dt_2}\,s$. With $a=\sqrt{t_2/t_1}$,
\begin{equation}
u(0,t_1+t_2)=I(a)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2}\operatorname{erfc}(as)\,ds .
\end{equation}
Differentiate with respect to $a$. This is allowed under the integral, because the derivative of the integrand is bounded for every $a$ by a constant times the integrable function $s\,e^{-s^2}$:
\begin{equation}
\frac{dI}{da}=-\frac4\pi\int_0^\infty s\,e^{-(1+a^2)s^2}ds=-\frac{2}{\pi}\,\frac{1}{1+a^2} .
\end{equation}
With $I(0)=\frac{2}{\sqrt\pi}\cdot\frac{\sqrt\pi}{2}=1$, integration gives
\begin{equation}
u(0,t_1+t_2)=1-\frac2\pi\arctan\sqrt{\frac{t_2}{t_1}}=\frac2\pi\arctan\sqrt{\frac{t_1}{t_2}} .
\label{general}
\end{equation}
The second form follows from $\arctan a+\arctan(1/a)=\pi/2$ for $a>0$. At $t_2=t_1$ the arctangent is $\pi/4$ and the half returns.

For $t_2\ll t_1$, $u(0)\simeq1-(2/\pi)\sqrt{t_2/t_1}$. The fall begins with infinite slope in time, because the supply that maintained the surface is cut off while the gradient below it is still there.

For $t_2\gg t_1$, $u(0)\simeq(2/\pi)\sqrt{t_1/t_2}$. By equation (\ref{uptake}) this equals $M/(\Delta C\sqrt{\pi Dt_2})$, the surface value produced by an amount $M$ placed at a sealed surface at one instant. The details of the carburizing stage have been forgotten, and the total uptake alone matters.

The fall is thus quick at first and slow later. For $t_2/t_1=0.25$, 1 and 4, equation (\ref{general}) gives 0.705, 0.500 and 0.295. A direct finite-volume solution of the diffusion equation gives the same values to four decimals. The first and last add to 1, as the arctangent identity requires for reciprocal time ratios.

If the diffusivities are $D_1$ and $D_2$, the first stage enters through $D_1t_1$ and the second through $D_2t_2$. Equation (\ref{general}) then holds with $a^2=D_2t_2/(D_1t_1)$, and the condition for one half is $D_2t_2=D_1t_1$.

\section*{Part (d): the flux history}

\textbf{Question.} Obtain the half again by adding up the later effect of the carbon admitted at each instant. Then find the corresponding ratio if the first stage supplies a constant flux $q$ instead of a fixed surface carbon.

\textbf{Model answer.} A unit amount that enters at time $s$ spreads into one side only. At time $T$ it contributes $2G(0,T-s)=1/\sqrt{\pi D(T-s)}$ to the surface carbon. The steel starts at $C_0$ and the equation is linear, so
\begin{equation}
C(0,T)-C_0=\int_0^{T}\frac{J(s)}{\sqrt{\pi D(T-s)}}\,ds .
\label{memory}
\end{equation}
Insert the flux (\ref{flux}) for $s<t_1$ and zero afterwards, with $T=t_1+t_2$:
\begin{equation}
u(0,T)=\frac1\pi\int_0^{t_1}\frac{ds}{\sqrt{s(T-s)}} .
\end{equation}
If the upper limit were $T$, the substitution $s=T\sin^2\theta$ would give $\frac1\pi\int_0^{\pi/2}2\,d\theta=1$. That is the held surface value, as it must be for carburizing that never stopped. The integrand is unchanged by $s\to T-s$, so the first half of the interval supplies one half of this total. For $t_2=t_1$ the first half is the carburizing stage, and $u(0,2t_1)=1/2$.

This gives the result a physical reading. Had the surface been held for the whole of $2t_1$, the carbon admitted early and the carbon admitted late would have contributed equally to the final surface excess. The early carbon is more plentiful, but it has had more time to move inward. Sealing removes the late contribution.

For a constant flux, equation (\ref{memory}) gives at the end of the first stage
\begin{equation}
C(0,t_1)-C_0=\frac{q}{\sqrt{\pi D}}\int_0^{t_1}\frac{ds}{\sqrt{t_1-s}}=2q\sqrt{\frac{t_1}{\pi D}},
\label{constflux}
\end{equation}
and after an equal sealed time
\begin{equation}
C(0,2t_1)-C_0=\frac{q}{\sqrt{\pi D}}\int_0^{t_1}\frac{ds}{\sqrt{2t_1-s}}=\frac{2q}{\sqrt{\pi D}}\left(\sqrt{2t_1}-\sqrt{t_1}\right).
\end{equation}
The ratio is $\sqrt2-1\approx0.414$. One half therefore follows from the fixed surface value together with the equal times; equal times alone do not ensure it.

The two ways of loading can be compared at the same surface excess $\Delta C$ at sealing. Equation (\ref{constflux}) then sets $q=\frac12\Delta C\sqrt{\pi D/t_1}$, and the uptake is $qt_1=\frac12\Delta C\sqrt{\pi Dt_1}$. This is $\pi/4$ of the uptake (\ref{uptake}): the same surface value stands on less stored carbon.

\section*{Part (e): a plain-carbon steel at 1200 K}

\textbf{Question.} Take $C_0=0.20$ wt\%, $C_s=1.00$ wt\%, $t_1=t_2=4.0$ h and $D=(0.2\ \mathrm{cm^2/s})\exp(-1.47\ \mathrm{eV}/k_BT)$. Find the uptake and the surface carbon after sealing. Describe how the profile changes, including the depth at which the carbon is 0.40 wt\%.

\textbf{Model answer.} At 1200 K, $D=1.34\times10^{-7}$ cm$^2$/s. The diffusion length of one stage is
\[
\ell=2\sqrt{Dt_1}=2\sqrt{1.341\times10^{-7}\times14400}\ \mathrm{cm}=879\ \mu\mathrm m .
\]
Equation (\ref{uptake}) is $M=\Delta C\,\ell/\sqrt\pi$, so
\[
M=0.80\times878.7/\sqrt\pi=397\ \mathrm{wt\%\,\mu m}.
\]
After sealing, the surface carbon is $0.20+\frac12\times0.80=0.60$ wt\%. Equations (\ref{load}) and (\ref{profile}), the latter integrated numerically, give the profile:
\begin{center}
\begin{tabular}{rcc}
depth ($\mu$m) & before (wt\%) & after (wt\%)\\
0 & 1.00 & 0.60\\
250 & 0.75 & 0.58\\
500 & 0.54 & 0.53\\
1000 & 0.29 & 0.38\\
1500 & 0.21 & 0.27
\end{tabular}
\end{center}
The total excess is still $M$, since nothing has left. Carbon has moved from the outer half millimetre to greater depth, and the 0.40 wt\% level has advanced from 715 to 924 $\mu$m, by 29\%.

The flat top of the sealed profile can be found by hand. With zero slope at the surface, the leading variation is $\frac12u_{xx}x^2$, and the diffusion equation gives $u_{xx}=u_t/D$. Differentiating equation (\ref{general}) with respect to $t_2$ and then setting $t_2=t_1$,
\[
u_t(0)=-\frac2\pi\,\frac{1}{1+t_2/t_1}\,\frac{1}{2\sqrt{t_1t_2}}=-\frac{1}{2\pi t_1},
\]
so that
\begin{equation}
u(x,2t_1)\simeq\frac12-\frac{x^2}{4\pi Dt_1}=\frac12-\frac1\pi\left(\frac{x}{\ell}\right)^2,\qquad x\ll\ell .
\end{equation}
At 250 $\mu$m this is $0.500-0.026=0.474$, or 0.58 wt\%, in agreement with the table.

As a trial of the claim that the half does not depend on the data, the diffusion equation was also solved by finite volumes for 1300 K, 2.0 h per stage, and carbon from 0.10 to 0.80 wt\%. The remaining fraction of the surface excess was again 0.5000.

\section*{Part (f): the limits of the model}

\textbf{Question.} Estimate how the half in part (e) is moved by (i) a sealed stage 10 K too cool and (ii) a seal that leaks carbon to a carbon-free gas with a transfer coefficient of $2\times10^{-7}$ cm/s. Discuss the other assumptions and compare the model with real carburizing.

\textbf{Model answer.} (i) At $a=1$, equation (\ref{general}) gives
\[
\frac{du}{d\ln a^2}=\frac a2\,\frac{du}{da}=-\frac{1}{2\pi}.
\]
From the values in part (e), $1.47\ \mathrm{eV}/k_BT=\ln(0.2/1.341\times10^{-7})=14.2$. Cooling by 10 K therefore changes $\ln D_2$ by about $-14.2\times10/1200=-0.118$. The remaining fraction rises by $0.118/(2\pi)=0.019$, to 0.519. The full formula gives the same figure.

(ii) The leak is an outward flux $\kappa C(0)$ with $\kappa=2\times10^{-7}$ cm/s. To first order in $\kappa$, the surface carbon in this flux is that of the perfect seal, which falls from 1.00 to 0.60 wt\%. A constant flux at the lower value would, by equation (\ref{constflux}), reduce the surface carbon by
\[
2\times(2\times10^{-7}\times0.60)\sqrt{\frac{14400}{\pi\times1.341\times10^{-7}}}=0.044\ \mathrm{wt\%},
\]
which is 0.055 of the held excess. The higher value would give 0.092. The first-order loss lies between the two. Numerical solution with the leak included gives a remaining fraction of 0.442, a loss of 0.058.

Three further effects were computed numerically, one at a time, with the other inputs of part (e) kept.

\emph{Diffusivity rising with carbon.} Let $D$ grow exponentially with carbon, by a factor 2.5 from 0.20 to 1.00 wt\%, with the value of part (e) kept at 0.60 wt\%. The remaining fraction becomes 0.551, and the surface ends at 0.64 wt\%. The total-derivative argument fails here because the equation is no longer linear. The scaling of part (a) survives, however, so for given carbon contents and equal times the new fraction is still independent of the length of the stages.

\emph{Slow transfer from the gas.} Let carbon enter at the rate $k(C_s-C(0,t))$ with $k=2\times10^{-5}$ cm/s. The surface then reaches 0.93 wt\% instead of 1.00, and falls to 0.55 wt\% after sealing. The remaining fraction, relative to the excess actually reached, is 0.484. It lies between the constant-flux value 0.414 and one half. This fits the history of the flux, which starts at the finite value $k\,\Delta C$ and not with the infinite flux of equation (\ref{flux}).

\emph{Shape of the part.} A round shaft of 10 mm radius gives 0.515. Practically no carbon reaches the axis in this time, so the change comes from the curvature of the surface.

The diffusivity, the transfer coefficient $k$ and the temperature are rough typical values for gas carburizing of plain-carbon steel, and a case about 1 mm deep after some hours is of the usual size. The factor 2.5 is likewise a rough value, while the leak, 1\% of $k$, is an assumption. A sealed surface is approached in low-pressure carburizing once the hydrocarbon gas has been pumped away. In that process, however, the first stage commonly drives the surface up to the carbide limit, often in several pulses, so the half applies only to a single loading stage that leaves no carbides or deposited carbon. In a gas furnace the second stage is commonly run in an atmosphere of lower carbon potential, which exchanges carbon with the steel, and equation (\ref{general}) does not then apply. Of the effects computed here, the carbon dependence of $D$ raises the half most, to about 0.55, and the assumed leak lowers it most, to about 0.44. They act in opposite directions, but their combined effect was not computed.

The model also needs the steel to remain single-phase. The held 1.00 wt\% lies below the rough limit of 1.3 wt\% at which carbides form in plain-carbon austenite at this temperature. Above such a limit, carbides near the surface would store carbon and release it during the sealed stage, and the linear problem of part (a) would no longer describe the steel.

The computed values are listed in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
temperature: 1200 K
diffusivity prefactor (rough): 0.2 cm2/s
activation energy (rough): 1.47 eV
diffusivity D: 1.341e-07 cm2/s
core carbon: 0.20 wt%
held surface carbon: 1.00 wt%
held surface excess: 0.80 wt%
duration of each stage: 4.0 h
diffusion length 2 sqrt(D t): 878.7 um
carbon uptake, formula: 396.6 wt% um
carbon uptake, finite volume: 396.6 wt% um
excess ratio at t2/t1=0.25: formula 0.7048, numeric 0.7048
excess ratio at t2/t1=1.00: formula 0.5000, numeric 0.5000
excess ratio at t2/t1=4.00: formula 0.2952, numeric 0.2952
surface carbon after equal sealing: 0.600 wt%
surface excess after equal sealing: 0.400 wt%
carbon at 0 um: before 1.000, after 0.600 wt%
carbon at 250 um: before 0.750, after 0.580 wt%
carbon at 500 um: before 0.537, after 0.526 wt%
carbon at 1000 um: before 0.286, after 0.378 wt%
carbon at 1500 um: before 0.213, after 0.267 wt%
case level: 0.40 wt%
case depth before sealing: 715 um
case depth after sealing: 924 um
second case: 1300 K, 2.0 h per stage
second case carbon: 0.10 to 0.80 wt%
second case excess ratio, numeric: 0.5000
constant-flux loading, ratio, numeric: 0.4142
constant-flux loading, sqrt(2)-1: 0.4142
assumed rise of D from core to surface: factor 2.5
ratio with carbon-dependent D: 0.5513
gas transfer coefficient (rough): 2.0e-05 cm/s
surface carbon reached with it: 0.932 wt%
surface carbon after its sealing: 0.554 wt%
ratio to the excess reached: 0.4843
assumed leak, share of gas transfer: 1.0 %
ratio with leaking seal: 0.4418
shaft radius: 10 mm
ratio for the shaft: 0.5152
sealed stage cooler by: 10 K
ratio with cooler sealed stage: 0.5190
carbide limit (rough): 1.3 wt%
\end{verbatim}
